Second Born self-energies by FFT: padding and the causal cut

**Three frequencies, by hand**

Take one site with repulsion U between its two spin states. In second Born approximation an added electron scatters by creating a particle–hole pair, and the greater self-energy is

Σ^>(t) = U² G^>(t) G^>(t) G^<(−t).

This is a case of a formula derived below. Write G^>(ω) = −i a(ω) and G^<(ω) = i b(ω), where a ≥ 0 describes empty states and b ≥ 0 filled ones. Since (−i)(−i)(i) = −i, we have Σ^> = −i s with s ≥ 0. A product in time becomes a convolution in frequency. On a grid, with constant prefactors dropped,

s_n = Σ_{k,k'} a_k a_k' b_{k+k'−n}.

Two electrons enter states k and k', one leaves the filled state k+k'−n, and n is the net energy.

Let the grid have three points, k = −1, 0, 1, with

a = (0, 1, 2), b = (2, 1, 0).

The convolution of a with itself is 1, 4, 4 at p = 0, 1, 2. Only b₋₁ = 2 and b₀ = 1 are nonzero, so s_n = (a∗a)_n + 2(a∗a)_{n−1}:

s₀ = 1, s₁ = 4 + 2 = 6, s₂ = 4 + 8 = 12, s₃ = 8,

and s_n = 0 for n < 0. The sum is 27 = 3·3·3, as it must be. On the original window the answer is (0, 1, 6).

Now do it by discrete Fourier transform of length M = 4, with one zero appended. With a(m) = Σ_k a_k e^{−2πikm/4}, for m = 0, 1, 2, 3,

a(m) = 3, 1−2i, −1, 1+2i,
b(−m) = 3, 1−2i, −1, 1+2i.

The product a(m)²b(−m) is 27, −11+2i, −1, −11−2i. Transforming back with (1/4)Σ_m e^{+2πinm/4} gives

n = −1: (27 + 4 + 1)/4 = 8,
n = 0: (27 − 22 − 1)/4 = 1,
n = 1: (27 − 4 + 1)/4 = 6.

The last two are right. The first should be 0, and it is 8 because indices are known only modulo 4: s₃ has landed on n = −1. Without padding, M = 3, two terms wrap and the window reads (12, 9, 6). With M = 5 no nonzero term, and indeed no possible term, reaches the window. To have all seven outputs n = −3…3 separately, M = 7 is needed.

**The padding rule**

Let the input have N = 2K+1 points, −K ≤ k ≤ K. The output index k+k'−k'' runs from −3K to 3K, which is 6K+1 = 3N−2 values. A transform of length M adds s_{n+M}, s_{n−M} and so on to s_n. For the window |n| ≤ K, the dangerous case is n = −K, reached from −K+M. This lies outside the support if −K+M > 3K, hence M ≥ 4K+1. The other end gives the same condition. Therefore

window correct: M ≥ 2N−1,
whole support correct: M ≥ 3N−2.

For random matrix data with N = 13, the window error relative to the largest element is 2.4×10⁻¹⁶ at M = 25 and 1.3×10⁻² at M = 24. If the end samples are negligible, a slightly shorter transform does little harm, but the bound no longer protects the result.

**Several sites: where the formula comes from**

Set ħ = 1. Let v be real and symmetric, let the state be stationary and the same for both spins, and take

H_int = ½ Σ v_ij c†_iσ c†_jσ' c_jσ' c_iσ.

The conventions are

F(ω) = ∫dt e^{iωt}F(t), F(t) = ∫dω/(2π) e^{−iωt}F(ω),
G^>_ij(t) = −i⟨c_i(t)c†_j(0)⟩, G^<_ij(t) = i⟨c†_j(0)c_i(t)⟩.

The interaction enters the equation of motion of c_iσ through

J_iσ = [c_iσ, H_int] = Σ_{kσ'} v_ik c†_kσ' c_kσ' c_iσ.

Using the equations of motion for both operators in G gives G = G₀ + G₀TG₀. Here T is the equal-time average ⟨{J_i, c†_j}⟩ plus the correlation function of J with J†. The first part is the Hartree–Fock matrix. With ρ_ij = ⟨c†_jσ c_iσ⟩,

Σ^HF_ij = δ_ij Σ_k v_ik 2ρ_kk − v_ij ρ_ij.

In second order, contractions inside J or J† that leave one line between the two times give Σ^HF G₀ Σ^HF, which the Dyson equation already generates. What remains has three lines between the times:

Σ^>_ij(t) = −i⟨J_iσ(t)J†_jσ(0)⟩ (three lines), J†_jσ = Σ_{lτ} v_jl c†_jσ c†_lτ c_lτ.

The operator c†_k must pair with c_l. The other two pairings are:

- c_i with c†_j and c_k with c†_l. The pairs are nested, so the sign is +, and the free spin sum gives 2.
- c_i with c†_l and c_k with c†_j. The pairs cross, so the sign is −, and the spin is fixed.

From the definitions, ⟨c_i(t)c†_j(0)⟩ = iG^>_ij(t) and ⟨c†_k(t)c_l(0)⟩ = −iG^<_lk(−t). The factors combine to (−i)(i)(i)(−i) = 1. The same count for Σ^< swaps > and <, so

Σ^≷_ij(t) = Σ_kl v_ik v_jl G^≶_lk(−t)[2G^≷_ij(t)G^≷_kl(t) − G^≷_il(t)G^≷_kj(t)].

For v_ij = Uδ_ij the bracket gives 2 − 1 = 1, which is the opening formula. So far the lines are G₀. Replacing them by the full G defines the self-consistent second Born approximation. It omits other diagrams of third and higher order, so it is meant for weak interaction.

Signs and factors were tested on a closed two-site cluster with energies −0.3 and 0.4, hopping −0.5, inverse temperature 2, and U = 1, V = 0.5 scaled by ±0.003. The self-energy from exact diagonalization, differenced between ω = 0.3+i and −1.2+i to remove static terms, has a second-order part that agrees with the formula to a relative 2.0×10⁻⁵.

**From time product to frequency sum**

For one product A(t)B(t)C(−t), insert the three inverse transforms. The time integral is

∫dt e^{i(ω−ω₁−ω₂+ω₃)t} = 2πδ(ω−ω₁−ω₂+ω₃),

which sets ω₃ = ω₁+ω₂−ω and leaves

∫∫ dω₁dω₂/(2π)² A(ω₁)B(ω₂)C(ω₁+ω₂−ω).

On a grid of step Δω and padded length M, the time step is Δt = 2π/(MΔω), and

F(t_m) = (Δω/2π) Σ_k F_k e^{−2πikm/M},
F_k = (2π/Δω)(1/M) Σ_m F(t_m) e^{+2πikm/M}.

Three forward factors and one backward factor give (Δω/2π)², the weight of the double sum. The reversed line needs no extra transform, because stationarity gives

G^≶_lk(−t) = −[G^≶_kl(t)]*.

**What padding cannot cure**

Padding makes Δt smaller but leaves the time period T_p = 2π/Δω unchanged. Sampling in frequency replaces F(t) by a sum of images. To see this, insert F(ω) = ∫dt'e^{iωt'}F(t') into the discrete sum and use Σ_k e^{ikΔω(t'−t)} = T_p Σ_n δ(t'−t−nT_p). Then

F_grid(t) = Σ_n F(t+nT_p).

If G decays as e^{−κ|t|}, the leading error of the product comes from one image near t = 0 and scales as e^{−κT_p}. The Fermi function has its nearest poles at μ ± iπT (k_B = 1), which contribute κ = πT. When the lead spectra are smooth, like the Gaussian ones used below, and no resonance decays more slowly,

error ∝ exp(−2π²T/Δω).

Halving the step then squares the exponential. Leads with sharp band edges are different: the edges give G power-law tails in time, and once the step is small enough the error falls only as a power of Δω. A bound state outside the lead bands contributes a term that does not decay, and the uniform grid fails unless that state is broadened or treated separately.

**The causal cut**

Define Γ = i(Σ^>−Σ^<), so that Σ^>−Σ^< = −iΓ. The retarded part is

Σ^R(t) = θ(t)[Σ^>(t)−Σ^<(t)] = −iθ(t)Γ(t).

Take M even. Keep the times m = 0…M/2 with weight ½ at both ends, and set the rest to zero. In frequency this multiplies Γ_k' by −iK_n with n = k−k'. With q = e^{2πin/M} and L = M/2, the geometric sum is

K_n = (1/M)[½ + q + … + q^{L−1} + ½q^L] = (1/M)(1+q)(1−q^L)/[2(1−q)].

Here q^L = (−1)^n, and (1+q)/(1−q) = i cot(πn/M). Hence K_n = 0 for even n ≠ 0 and K_n = (i/M)cot(πn/M) for odd n. At n = 0 the weights add to M/2, so K₀ = ½. The result is

Σ^R_k = −(i/2)Γ_k + (1/M) Σ_{k−k' odd} cot[π(k−k')/M] Γ_k'.

The first term gives Σ^R−Σ^A = Σ^>−Σ^< on the grid, with no further error. The second is a principal-value integral taken on alternate points, which steps over the pole. Its kernel is periodic instead of 1/(ω−ω'). With Ω = MΔω and x = ω−ω',

(π/Ω)cot(πx/Ω) = 1/x − π²x/(3Ω²) + O(x³/Ω⁴).

The second term on the right is an unwanted part of the periodic kernel. Two moments of Γ suffice to cancel it:

Σ^R(ω) → Σ^R(ω) + π²(ωm₀−m₁)/(3Ω²), m_j = ∫dω/(2π) ω^jΓ(ω).

The error falls from order Ω⁻² to order Ω⁻⁴, provided Γ is smooth on the scale 2Δω, so that sums over alternate points give the same moments as sums over all points. This step uses Γ on its whole support, and M ≥ 3N−2 keeps that support unwrapped. The Ω⁻⁴ remainder is still present at that length, so more padding improves the result.

In the three-point example b is the mirror image of a, so s^<_n = s^>_{−n} and Γ = 2, 6, 12, 8 at |n| = 0, 1, 2, 3. At n = 1 the points at odd distance are 0, 2 and −2. The alternate-point rule with kernel 1/x gives

(1/π)(2/1 − 12/1 + 12/3) = −6/π ≈ −1.91.

The cut with M = 8 gives

(1/8)[(2−12)cot(π/8) + 12cot(3π/8)] = (√2−11)/4 ≈ −2.40.

The moments are m₀ = 54/(2π) and m₁ = 0, so the correction is (π²/192)·54/(2π) ≈ 0.44. The corrected value is −1.95, close to −1.91 even on this short grid. This Γ is not smooth, however. At n = 1 the alternate points give 2(2 − 12 + 36) = 52 where the moments give 54, so at large M a remainder π/(3M²) of order Ω⁻² survives the correction.

The half weight at t = 0 matters too. Full weight would add −iΔt m₀/2 at every frequency, a false damping that persists where Γ vanishes.

A shifted Gaussian Γ of peak 1, centre 1 and width 2 has a known causal transform. At Δω = 0.05 and M = 8192 the largest error is 2.66×10⁻⁴ raw and 3.15×10⁻⁷ corrected. The last doubling of M reduced them by factors 4.01 and 16.09, as the orders Ω⁻² and Ω⁻⁴ require.

**The general procedure**

1. Sample G^> and G^< on N frequencies that cover their weight, with T_p at least about ten times the slowest decay time, and check the result with a smaller step.
2. Pad to an even M ≥ 3N−2 and transform each matrix element to time. This length removes wrapping but not the Ω⁻⁴ remainder in Σ^R, so check Σ^R with a larger M.
3. Form the direct and exchange products at each time.
4. Transform Σ^> and Σ^< back. Cut their difference causally, transform it and add the moment correction.
5. Recompute Σ^HF with ρ_ij = −i∫dω/(2π) G^<_ij(ω), insert all self-energies in
 G^R = [ω−h−Σ^HF−Σ^R_lead−Σ^R]⁻¹, G^≷ = G^R(Σ^≷_lead+Σ^≷)G^A,
 and repeat until G stops changing.

For a scalar triple product with N = 4097, direct convolution took 55.9 ms and the FFT 1.64 ms in the run shown in the numerical output.

**A biased two-site junction**

The parameters are round and stand for no material. Energies are in units of the peak lead coupling γ. The bare site energies are −1.1 and −0.7, the hopping is −0.5, U = 1 on each site and V = 0.5 between them. Site 1 couples to the left lead and site 2 to the right, each with strength exp(−ω²/8). The chemical potentials are 0.5 and −0.5, and T = 0.1.

A noninteracting trial G serves first. Its site energies include the half-filling shift U/2+V = 1, which gives −0.10 and 0.30. The grid has N = 641, Δω = 0.05 and M = 8192, above the required 3·641−2 = 1921. FFT and direct convolution agree on the full support to 2.2×10⁻¹⁶. A double quadrature on an unrelated mesh of step 0.09 agrees at ω = 0.70 to 1.4×10⁻¹⁰.

On site 1 at ω = 0, iΣ^> = 0.03495 and −iΣ^< = 0.04402. Their sum is Γ = 0.07897, and −Γ/2 = −0.03949 is the computed Im Σ^R.

A limit helps to read this number. For one site in equilibrium at T = 0, with a flat spectral function A₀ = i(G^>−G^<) = −2 Im G^R near μ = 0, Σ^>(ω>0) needs ω₁, ω₂ > 0 and ω₁+ω₂ < ω. That triangle has area ω²/2, so

Σ^>(ω) = −iU²A₀³ω²/(8π²),

which vanishes at ω = 0. Temperature and bias both open phase space there; their separate shares were not computed.

The numerical errors show the two kinds of wrapping:

- Frequency wrapping: with the window cut to ±6 and no padding, the error against the direct sum is 1.05×10⁻², about 3% of the largest |Σ^>| element, 0.337. With M = 2N−1 = 481 it is 1.7×10⁻¹⁶.
- Time wrapping: at fixed Ω and half-width 16, steps 0.4, 0.2 and 0.1 give errors 2.10×10⁻³, 2.83×10⁻⁵ and 1.47×10⁻⁹ relative to the step-0.05 result, in units of γ. The last two imply a decay rate of 0.3141, against πT = 0.3142. The closeness is partly due to the choice of steps: at both periods the phase factors e^{−iμT_p} of the two leads coincide. For other pairs of steps these phases change, and the apparent rate can be far from πT, above all when the two periods are close together.

For Σ^R, the largest deviation from the direct alternate-point principal-value sum is 7.91×10⁻⁵ raw and 9.26×10⁻⁸ corrected. Full weight at t = 0 would add up to 1.89×10⁻³, nearly 5% of |Im Σ^R| on site 1 at ω = 0.

In equilibrium there is a further check. Since (1−f)/f = e^{(ω−μ)/T}, the three occupation factors combine at ω = ω₁+ω₂−ω₃ to Σ^> = −e^{(ω−μ)/T}Σ^<. This holds term by term in the discrete sum. With both chemical potentials at 0.2, the equivalent relation Σ^< = −f(Σ^>−Σ^<) is met to 6.0×10⁻¹⁷.

**Why the loop must be run to convergence**

The particle current from lead α, with both spins, is

I_α = 2∫dω/(2π) Tr[Σ^<_α G^> − Σ^>_α G^<].

For the total self-energy, leads plus interaction, the trace vanishes at each frequency. Let Δ = Σ^>−Σ^< = Σ^R−Σ^A. Then G^>−G^< = G^R−G^A = G^AΔG^R, and

Tr[Σ^<G^>−Σ^>G^<] = Tr[Σ^<G^AΔG^R] − Tr[ΔG^<] = 0,

because cycling the first trace gives Tr[ΔG^RΣ^<G^A] = Tr[ΔG^<]. Thus I_L+I_R is minus the interaction part, whose integral is ∫dt Tr[Σ^<(t)G^>(−t)−Σ^>(t)G^<(−t)] times 2. In its second term, reverse t and swap i↔j, k↔l. The direct parts then cancel. The exchange part of the second term has become v_ik v_jl G^<_ij(t)G^<_kl(t)G^>_jk(−t)G^>_li(−t). A further swap i↔k, which leaves v_ik v_jl unchanged, turns it into v_ik v_jl G^<_il(t)G^<_kj(t)G^>_lk(−t)G^>_ji(−t). This is the exchange part of the first term, so the exchange parts cancel too. The argument uses the same G in Σ and in the trace, which is what self-consistency supplies. Without it conservation is not guaranteed, although a symmetry of the junction can still enforce it.

After one pass from the trial G, I_L+I_R has magnitude 7.66×10⁻⁴ (in eγ/ħ); after convergence it is 5.1×10⁻¹⁵. The left current is 0.27397 in Hartree–Fock and 0.27322 in second Born. The difference, 7.5×10⁻⁴ or 0.3%, is about the size of the one-pass imbalance, so that single pass cannot resolve it. The size of the imbalance depends on the starting G.

The second Born self-energy, through level shifts and scattering together, also moves the occupation per spin from 0.555 to 0.561 on site 1 and from 0.410 to 0.404 on site 2. Changing the step to 0.1 and the half-width to 12 at fixed M shifts the second Born current by 5.1×10⁻¹¹. This indicates that the numerical error is far below the digits shown; the error of the second Born approximation itself has not been estimated here.

Table of computed values

```
Energies in gamma, times in 1/gamma, currents in e*gamma/hbar
U, V = 1.0, 0.5; lead width = 2.0; T = 0.1
site energies = -1.1, -0.7; hopping = -0.5
chemical potentials L, R = 0.5, -0.5
trial site energies = -0.10, 0.30
grid: N = 641, step = 0.05, half-width = 16.0, M = 8192
minimum M: window 1281, full support 1921
time step = 0.01534, time period = 125.66
dimer: relative error of second-order term = 2.0e-05
dimer: error of first-order term = 4.2e-06
trial G, site 1:  w   i*S>     -i*S<     Re S^R    Im S^R
   -2.0  0.000004  0.311955 -0.028554 -0.155979
   -1.0  0.001429  0.215517  0.057723 -0.108473
    0.0  0.034951  0.044022  0.025392 -0.039486
    1.0  0.149013  0.001803 -0.013664 -0.075408
    2.0  0.219346  0.000006  0.035003 -0.109676
largest |S>| element = 0.336874
FFT minus direct convolution, max = 2.2e-16
FFT minus double quadrature at w = 0.70: 1.4e-10
random data N=13, relative error M=25: 2.4e-16
random data N=13, relative error M=24: 1.3e-02
window +-6, N=241, error M=241 (no pad): 1.05e-02
window +-6, N=241, error M=481 (padded): 1.7e-16
step 0.4: period 15.71, error of S> = 2.10e-03
step 0.2: period 31.42, error of S> = 2.83e-05
step 0.1: period 62.83, error of S> = 1.47e-09
image decay rate = 0.3141; pi*T = 0.3142
Gaussian cut M=2048: raw 4.34e-03, corrected 8.27e-05
Gaussian cut M=4096: raw 1.07e-03, corrected 5.06e-06
Gaussian cut M=8192: raw 2.66e-04, corrected 3.15e-07
error ratio on last doubling: 4.01, 16.09
S^R minus direct PV sum: raw 7.91e-05, corrected 9.26e-08
false damping from full weight at t=0: 1.89e-03
equilibrium relation, max error = 6.0e-17
trial current = 0.265654, Landauer = 0.265654
Hartree-Fock: current L = 0.273972, 34 iterations
  occupation per spin, sites 1, 2 = 0.555253, 0.410032
second Born: current L = 0.273220, 33 iterations
  occupation per spin, sites 1, 2 = 0.561248, 0.403707
I_L + I_R: first pass 7.66e-04, converged 5.1e-15
current shift, step 0.1 and half-width 12: 5.1e-11
spectral norm error = 5.3e-10
N=4097 triple product: direct 55.9 ms, FFT 1.64 ms
```
